# From Poole-Frenkel to Poole Barrier Lowering Between Neighbouring Coulomb Traps: test program

```python
"""
Barrier lowering for an electron leaving a Coulomb trap next to an empty one.

Result under test: the activation energy is depth - (K/a)*h(f), with
  h(f) = min over 0<s<1 of 1/s + 1/(1-s) - 1 + f*s,   f = e*F*a^2/K,
which tends to 3 + f/2 (Poole) for small f and 2*sqrt(f) (Poole-Frenkel)
for large f.
Symbols: K = e^2/(4 pi eps) in eV nm, a = trap spacing in nm, F = field in
V/nm (so e*F is in eV/nm), s = position of the barrier top divided by a.
The -1 in h is the shift of the starting level by the neighbouring charge.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, fsolve, minimize_scalar
from scipy.special import erfc


def coulomb_strength(eps_r):
    return const.e / (4 * np.pi * const.epsilon_0 * eps_r) * 1e9


def barrier_search(field, a, K):
    """Top of the barrier found numerically: (lowering, position)."""
    def lowering_at(x):
        return K / x + K / (a - x) - K / a + field * x
    res = minimize_scalar(lowering_at, bounds=(0, a), method="bounded",
                          options={"xatol": 1e-12 * a, "maxiter": 1000})
    return res.fun, res.x


def h_search(f):
    return barrier_search(f, 1.0, 1.0)[0]


def top_fraction(f):
    """Root of the stationarity condition, for f >= 0."""
    return brentq(lambda s: (1 - 2*s) / (s*(1 - s))**2 - f,
                  1e-6, 0.5, xtol=1e-15)


def h_formula(s):
    return (2 - 3*s) / (s * (1 - s)**2) - 1


# ---- parametric curve, slope and local exponent against direct search
for f in (0.01, 0.5, 4.0, 30.0, 1000.0):
    s = top_fraction(f)
    assert abs(h_search(f) / h_formula(s) - 1) < 1e-10
    up, down = h_search(f * 1.001), h_search(f * 0.999)
    assert abs((up - down) / (0.002 * f) / s - 1) < 1e-5
    log_slope = np.log((up - 3) / (down - 3)) / np.log(1.001 / 0.999)
    assert abs(log_slope / (f * s / (h_formula(s) - 3)) - 1) < 1e-5

# ---- weak-field and strong-field expansions
step = 0.1
assert abs(h_search(0.0) - 3) < 1e-12
curvature = (h_search(step) + h_search(-step) - 2*h_search(0.0)) / step**2
assert abs(curvature * (-32) - 1) < 1e-3
big = 1e6
# the next term of the series leaves about 0.75/sqrt(big) here
assert abs((h_search(big) - 2*np.sqrt(big) - big**-0.5) * big - 1) < 2e-3

# ---- bounds, reverse hop, steady fall of the exponent
exponents = []
for f in np.logspace(-2, 4, 40):
    h = h_search(f)
    assert 2*np.sqrt(1 + f) <= h <= 3 + f/2
    assert abs(h_search(-f) - (h - f)) < 1e-9 * (1 + f)
    exponents.append(f * top_fraction(f) / (h - 3))
assert np.all(np.diff(exponents) < 0)
assert exponents[0] > 0.999 and 0.5 < exponents[-1] < 0.52


# ---- tilted pair: saddle of the potential in the plane of pair and field
def planar_energy(p, f, angle):
    x, z = p
    return (-1/np.hypot(x, z) - 1/np.hypot(x - 1, z)
            - f*(x*np.cos(angle) + z*np.sin(angle)))


def planar_lowering(f, angle):
    def gradient(p):
        x, z = p
        r1, r2 = np.hypot(x, z)**3, np.hypot(x - 1, z)**3
        return [x/r1 + (x - 1)/r2 - f*np.cos(angle),
                z/r1 + z/r2 - f*np.sin(angle)]
    saddle = fsolve(gradient, [0.5, 0.0], xtol=1e-12)
    assert np.max(np.abs(gradient(saddle))) < 1e-8
    return -planar_energy(saddle, f, angle) - 1


for angle in (0.0, 0.6, 1.2):
    slope = (planar_lowering(0.05, angle)
             - planar_lowering(-0.05, angle)) / 0.1
    assert abs(slope - np.cos(angle)/2) < 1e-7
s4 = top_fraction(4.0)
assert planar_energy((s4, 0.01), 4.0, 0.0) > planar_energy((s4, 0), 4.0, 0.0)
assert planar_energy((s4 + 0.01, 0), 4.0, 0.0) < planar_energy(
    (s4, 0), 4.0, 0.0)

# ---- more neighbours: endless chain by explicit sum
n = np.arange(1, 200001)
chain_constant = 2 + np.sum(1/(n - 0.5) + 1/(n + 0.5) - 2/n)
assert abs(chain_constant - 4*np.log(2)) < 1e-8


# ---- more neighbours: cubic array with neutralizing background (Ewald)
def array_potential(pos, eta):
    """Potential at pos; at a site the site's own charge is left out."""
    g = np.arange(-5, 6)
    cells = np.array(np.meshgrid(g, g, g)).reshape(3, -1).T
    dist = np.linalg.norm(cells - pos, axis=1)
    at_site = dist.min() < 1e-9
    dist = dist[dist > 1e-9]
    k = 2*np.pi*cells[np.any(cells != 0, axis=1)]
    k2 = np.sum(k**2, axis=1)
    total = np.sum(erfc(eta*dist)/dist) - np.pi/eta**2
    total += np.sum(4*np.pi/k2*np.exp(-k2/(4*eta**2))*np.cos(k @ pos))
    return total - (2*eta/np.sqrt(np.pi) if at_site else 0.0)


def array_lowering(eta):
    return (array_potential(np.array([0.5, 0, 0]), eta)
            - array_potential(np.zeros(3), eta))


array_constant = array_lowering(2.0)
assert abs(array_constant - array_lowering(1.6)) < 1e-8


# ---- tunnelling between relaxed lattice states: crossing of two parabolas
def crossing_energy(drop, reorganisation=2.0):
    q = brentq(lambda y: reorganisation*y**2
               - reorganisation*(1 - y)**2 + drop, -2, 2, xtol=1e-14)
    return reorganisation*q**2


lattice_slope = (crossing_energy(1e-3) - crossing_energy(-1e-3)) / 2e-3
assert abs(lattice_slope + 0.5) < 1e-6

# ---- worked example: hafnia film, rough parameters
eps_fast, eps_static = 4.0, 25.0
depth, mass_ratio = 1.2, 0.2
thickness, temperature, hot = 10.0, 300.0, 358.0
field_MV, breakdown_MV = 1.0, 4.0
field = 0.1 * field_MV
K = coulomb_strength(eps_fast)
K_static = coulomb_strength(eps_static)
kT = const.k * temperature / const.e
kT_hot = const.k * hot / const.e
wave_factor = np.sqrt(2*mass_ratio*const.m_e*const.e)/const.hbar*1e-9


def tunnel_exponent(field, a):
    """WKB exponent at the energy of the starting level."""
    level = -depth - K/a
    top = barrier_search(field, a, K)[1]

    def above(x):
        return -K/x - K/(a - x) - field*x - level
    left = brentq(above, 1e-6, top)
    right = brentq(above, top, a - 1e-7)
    mid, half = (left + right)/2, (right - left)/2
    area = quad(lambda t: np.sqrt(max(above(mid + half*np.sin(t)), 0.0))
                * half*np.cos(t), -np.pi/2, np.pi/2, limit=200)[0]
    return 2*wave_factor*area


print(f"permittivity, electronic / static: {eps_fast:.0f} / {eps_static:.0f}")
print(f"trap depth: {depth:.2f} eV; mass ratio: {mass_ratio:.2f}")
print(f"film thickness: {thickness:.0f} nm; field: {field_MV:.1f} MV/cm")
print(f"temperature: {temperature:.0f} K; kT = {kT:.5f} eV")
print(f"K = {K:.4f} eV nm")
h4 = h_search(4.0)
print(f"at f=4: s = {s4:.4f}, h = {h4:.4f}")
print(f"at f=4: Poole law {3 + 4/2:.3f}, PF law {2*np.sqrt(4):.3f}")
print(f"at f=4: local exponent {4*s4/(h4 - 3):.3f}")
density_cross = (field/(4*K))**1.5 * 1e21
print(f"crossover density at this field: {density_cross:.2e} cm^-3")

for density in (1e18, 1e19, 1e20):
    a = (density*1e-21)**(-1/3)
    f = field*a**2/K
    lowering, top = barrier_search(field, a, K)
    assert abs(lowering - K/a*h_formula(top_fraction(f))) < 1e-9
    assert (f > 4) == (density < density_cross)
    barrier = depth - lowering
    assert barrier > 0
    action = tunnel_exponent(field, a)
    print(f"N = {density:.0e} cm^-3: a = {a:.3f} nm, f = {f:.3f}")
    print(f"  crossover field {40*K/a**2:.3f} MV/cm; top at {top:.3f} nm")
    print(f"  zero-field lowering 3K/a = {3*K/a:.4f} eV")
    print(f"  exact lowering {lowering:.4f} eV; barrier {barrier:.4f} eV")
    print(f"  Poole law {3*K/a + field*a/2:.4f} eV; "
          f"PF law {2*np.sqrt(K*field):.4f} eV")
    print(f"  local exponent {f*top/a/(lowering*a/K - 3):.3f}")
    print(f"  barrier/kT {barrier/kT:.1f}; tunnel exponent {action:.1f}")
    print(f"  break-even lattice cost {barrier - kT*action:.3f} eV")

# from here on a belongs to the densest case
def net_rate(F, thermal):
    """Forward minus reverse hop, both barriers found by search."""
    forward = barrier_search(F, a, K)[0]
    reverse = barrier_search(-F, a, K)[0]
    return (np.exp((forward - depth)/thermal)
            - np.exp((reverse - depth)/thermal))


print("current rise from 1 to 2 MV/cm, densest case:")
for T, thermal in ((temperature, kT), (hot, kT_hot)):
    exact = net_rate(2*field, thermal)/net_rate(field, thermal)
    poole = np.sinh(field*a/thermal)/np.sinh(field*a/2/thermal)
    frenkel = np.exp(2*np.sqrt(K*field)*(np.sqrt(2) - 1)/thermal)
    even = [barrier_search(F, a, K)[0] - F*a/2 for F in (field, 2*field)]
    assert abs(exact/(poole*np.exp((even[1] - even[0])/thermal)) - 1) < 1e-6
    print(f"  {T:.0f} K: exact {exact:.1f}, Poole {poole:.1f}, "
          f"PF {frenkel:.1f}")

quadratic = field**2*a**3/(64*K)
field_limit = 8*np.sqrt(K*kT/a**3)
# the quartic term of the series is about 1e-4 of K/a here
assert abs(3*K/a + field*a/2 - quadratic
           - barrier_search(field, a, K)[0]) < 5e-4*K/a
print(f"quadratic term at 1 MV/cm: {quadratic:.5f} eV")
print(f"field where it equals kT: {10*field_limit:.2f} MV/cm")
print(f"rough breakdown field: {breakdown_MV:.0f} MV/cm")

# level shift: neighbour's potential averaged over a compact spherical state
radius = 1/(wave_factor*np.sqrt(depth))
nodes, weights = np.polynomial.legendre.leggauss(300)
r = 6*radius*(nodes + 1)
radial = weights*6*radius*r**2*np.exp(-2*r/radius)
distance = np.sqrt(r[:, None]**2 + a**2 - 2*a*r[:, None]*nodes[None, :])
average = (radial @ (1/distance) @ weights)/(2*np.sum(radial))
assert abs(average*a - 1) < 1e-3
print(f"decay length of trap state: {radius:.3f} nm")
print(f"level shift / (K/a): {average*a:.5f}")

static_lowering = barrier_search(field, a, K_static)[0]
print(f"static permittivity: lowering {static_lowering:.4f} eV")
print(f"static permittivity: crossover {40*K_static/a**2:.3f} MV/cm")
print(f"constant: pair {h_search(0.0):.3f}, chain {chain_constant:.3f}, "
      f"cubic {array_constant:.3f}")
print(f"zero-field lowering, cubic array: {array_constant*K/a:.4f} eV")
mean_near = quad(lambda y: y*4*np.pi*y**2*np.exp(-4*np.pi*y**3/3),
                 0, 6)[0]
print(f"random traps: mean nearest distance {mean_near*a:.3f} nm")
print(f"electrode image energy, mid-film: {K*np.log(2)/thickness:.4f} eV")
a_merge = 3*K/depth
assert abs(barrier_search(0.0, a_merge, K)[0] - depth) < 1e-9
print(f"zero-field barrier vanishes at a = {a_merge:.3f} nm, "
      f"N = {1e21/a_merge**3:.2e} cm^-3")
print(f"lattice-tunnelling slope / (e a): {-lattice_slope:.4f}")
print("done: every assertion held")
```

It prints:

```
permittivity, electronic / static: 4 / 25
trap depth: 1.20 eV; mass ratio: 0.20
film thickness: 10 nm; field: 1.0 MV/cm
temperature: 300 K; kT = 0.02585 eV
K = 0.3600 eV nm
at f=4: s = 0.3874, h = 4.7633
at f=4: Poole law 5.000, PF law 4.000
at f=4: local exponent 0.879
crossover density at this field: 1.83e+19 cm^-3
N = 1e+18 cm^-3: a = 10.000 nm, f = 27.778
  crossover field 0.144 MV/cm; top at 1.848 nm
  zero-field lowering 3K/a = 0.1080 eV
  exact lowering 0.3878 eV; barrier 0.8122 eV
  Poole law 0.6080 eV; PF law 0.3795 eV
  local exponent 0.661
  barrier/kT 31.4; tunnel exponent 28.0
  break-even lattice cost 0.087 eV
N = 1e+19 cm^-3: a = 4.642 nm, f = 5.985
  crossover field 0.668 MV/cm; top at 1.609 nm
  zero-field lowering 3K/a = 0.2327 eV
  exact lowering 0.4258 eV; barrier 0.7742 eV
  Poole law 0.4648 eV; PF law 0.3795 eV
  local exponent 0.833
  barrier/kT 29.9; tunnel exponent 13.5
  break-even lattice cost 0.425 eV
N = 1e+20 cm^-3: a = 2.154 nm, f = 1.289
  crossover field 3.102 MV/cm; top at 0.992 nm
  zero-field lowering 3K/a = 0.5013 eV
  exact lowering 0.6047 eV; barrier 0.5953 eV
  Poole law 0.6090 eV; PF law 0.3795 eV
  local exponent 0.959
  barrier/kT 23.0; tunnel exponent 4.4
  break-even lattice cost 0.482 eV
current rise from 1 to 2 MV/cm, densest case:
  300 K: exact 39.6, Poole 64.5, PF 437.0
  358 K: exact 21.8, Poole 32.9, PF 163.2
quadratic term at 1 MV/cm: 0.00434 eV
field where it equals kT: 2.44 MV/cm
rough breakdown field: 4 MV/cm
decay length of trap state: 0.398 nm
level shift / (K/a): 0.99987
static permittivity: lowering 0.1650 eV
static permittivity: crossover 0.496 MV/cm
constant: pair 3.000, chain 2.773, cubic 2.741
zero-field lowering, cubic array: 0.4581 eV
random traps: mean nearest distance 1.193 nm
electrode image energy, mid-film: 0.0250 eV
zero-field barrier vanishes at a = 0.900 nm, N = 1.37e+21 cm^-3
lattice-tunnelling slope / (e a): 0.5000
done: every assertion held
```
